Cubic symmetry of half-shifted and Gamma-centred k meshes in fluorite hafnia

**The problem**

Cubic hafnia has the fluorite structure. Its lattice is face-centred cubic with cube edge a, and its primitive vectors are

a₁ = (a/2)(0,1,1), a₂ = (a/2)(1,0,1), a₃ = (a/2)(1,1,0).

Hafnium sits on the lattice points and oxygen at ±(a/4)(1,1,1). The point group has 48 operations, 24 of them proper rotations. Each one permutes the Cartesian components of a vector and changes some of their signs.

With wave vectors in units of 2π/a, the primitive reciprocal vectors are

b₁ = (−1,1,1), b₂ = (1,−1,1), b₃ = (1,1,−1),

and a wave vector is written k = f₁b₁ + f₂b₂ + f₃b₃. Two meshes of eight points are compared. The half-shifted mesh has each fᵢ equal to 1/4 or 3/4. The Gamma-centred mesh has each fᵢ equal to 0 or 1/2. Points that differ by a reciprocal-lattice vector count as the same point.

(a) Which of the 48 operations map each mesh onto itself?

(b) What does the answer do to Brillouin-zone averages of scalars and of tensors?

For (b), use as a probe a single band with hopping t to the twelve nearest lattice neighbours d:

E(k) = −t Σ_d cos(k·d).

Take a = 0.51 nm and t = 0.20 eV. The scalar to be averaged is 1/Δ(k), with Δ = E_g + E − E_min and E_g = 5.5 eV. The tensor is ⟨v_α v_β⟩, with v = ∂E/∂k.

**A tempting solution**

Since 3/4 and −1/4 are equivalent, the half-shifted mesh consists of the eight triples (±1/4, ±1/4, ±1/4). A cubic operation permutes three components and changes signs. The set of all eight sign combinations is closed under both actions, so all 48 operations keep the mesh.

A numerical check seems to agree. The four neighbours (a/2)(±1,±1,0) contribute 4 cos X cos Y to the sum over d, where X = k_x a/2, and Y and Z are defined likewise. Hence

E = −4t (cos X cos Y + cos Y cos Z + cos Z cos X).

Its minimum is −12t, at k = 0. The mesh points f = ±(1/4,1/4,1/4) have X = Y = Z = ±π/4, so every product of cosines is 1/2 and E = −6t. A typical one of the other six is f = (3/4,1/4,1/4), or k = (−1/4,3/4,3/4). Its cosines are 1/√2, −1/√2, −1/√2, the products are −1/2, 1/2, −1/2, and E = +2t. The values of Δ are therefore 5.5 + 6(0.20) = 6.7 eV at two points and 5.5 + 14(0.20) = 8.3 eV at six, and

⟨1/Δ⟩ = (1/4)/6.7 + (3/4)/8.3 = 0.1277 eV⁻¹.

Rotating the mesh by any of the 48 operations leaves this number unchanged.

**Where it fails**

The triples (±1/4, ±1/4, ±1/4) are fractional coordinates along b₁, b₂, b₃. The signed permutations act on Cartesian components. The axes bᵢ are not mutually perpendicular, so the two descriptions cannot be interchanged.

To see what a rotation does to fractional coordinates, write out the components:

k_x = −f₁ + f₂ + f₃, k_y = f₁ − f₂ + f₃, k_z = f₁ + f₂ − f₃.

Adding them in pairs gives the inverse relations

f₁ = (k_y + k_z)/2, f₂ = (k_x + k_z)/2, f₃ = (k_x + k_y)/2.

A quarter turn about z sends (k_x, k_y, k_z) to (−k_y, k_x, k_z). The new fractional coordinates are

f₁′ = (k_x + k_z)/2 = f₂,

f₂′ = (−k_y + k_z)/2 = f₂ − f₃,

f₃′ = (−k_y + k_x)/2 = f₂ − f₁.

On the half-shifted mesh every fᵢ is an odd number of quarters. The difference of two such numbers is an even number of quarters, so f₂′ and f₃′ equal 0 or 1/2 modulo 1. No image lies on the mesh. For example, (1/4,1/4,1/4) goes to (1/4,0,0). On the Gamma-centred mesh, differences of multiples of 1/2 are again multiples of 1/2, and every image lies on the mesh.

The numerical check failed to expose the error because it could not do so. For a fixed function F with F(Rk) = F(k), and any mesh M of eight points,

(1/8) Σ_{k in RM} F(k) = (1/8) Σ_{k in M} F(Rk) = (1/8) Σ_{k in M} F(k).

The equality uses the symmetry of F and says nothing about the symmetry of M.

**The right solution, part (a)**

First, the crystal does possess all 48 operations. Lattice vectors are (a/2) times integer triples with an even sum, a property that signed permutations preserve, so the hafnium lattice is kept. An oxygen site goes to (a/4)(±1,±1,±1). With an even number of minus signs, this differs from (a/4)(1,1,1) by −a/2 in an even number of components, which is a lattice vector. With an odd number of minus signs, it differs from −(a/4)(1,1,1) by a/2 in the components with plus signs, again an even number. The oxygen sites are therefore mapped onto each other.

Next, let B be the reciprocal lattice. For integer fᵢ, the sum of any two components of k is even, so the components are all even or all odd. Conversely, any integer triple of equal parity gives integer fᵢ by the inverse relations. Signed permutations preserve this property, so RB = B.

Including all equivalent points, each mesh has the form

M = s + B/2,

where B/2 is the set of halved reciprocal vectors. The shift is s = 0 for the Gamma-centred mesh and s = (b₁ + b₂ + b₃)/4 = (1,1,1)/4 for the other. Under an operation R,

RM = Rs + B/2.

If RM and M share one point, then Rs − s is a difference of two members of B/2 and so belongs to B/2, and the two meshes coincide. Otherwise they have no point in common. An operation keeps all eight points or none.

For s = 0 the condition Rs − s ∈ B/2 holds for every R. The Gamma-centred mesh keeps all 48 operations. Its points are Gamma itself, the three X points such as (1,0,0), and the four L points such as (1/2,1/2,1/2).

For s = (1,1,1)/4 the image is Rs = (±1,±1,±1)/4, and each component of Rs − s is 0 or −1/2. Members of B/2 have components that are all integers or all half-odd numbers. The difference must therefore be (0,0,0) or −(1,1,1)/2, which means

Rs = s or Rs = −s.

The signs in R must be all plus or all minus, and each choice can be combined with any of the six permutations. That gives 12 operations. The proper ones, with determinant +1, are the three even permutations with plus signs and the three odd permutations with minus signs, six in all. They are the identity, two threefold turns about [111], and three half turns about axes perpendicular to [111]. The half-shifted mesh thus has the trigonal group −3m, because its shift singles out one of the four body diagonals.

A finer mesh does not cure this. With N divisions, s = (1,1,1)/(2N) and B/2 is replaced by B/N. The components of Rs − s are 0 or −1/N, while those of B/N are multiples of 1/N whose numerators have equal parity. The same 12 operations survive. Refinement can reduce the consequences but not restore the symmetry.

**The right solution, part (b)**

For a fixed cubic scalar, the identity above shows that the orientation of the mesh does not matter. In a self-consistent calculation the function need not stay fixed: a density accumulated on the half-shifted mesh without symmetrisation is guaranteed only the trigonal group, and it feeds back into the potential.

A tensor shows the fault directly. In a cubic crystal a symmetric second-rank tensor must be isotropic, since reversing one axis forces the off-diagonal elements to vanish and permuting axes makes the diagonal ones equal. Differentiating the band gives

v_x = 2ta sin X (cos Y + cos Z),

where the factor 2 is 4 times the a/2 from dX/dk_x. At k = (1,1,1)/4 each component is 2ta (1/√2)(2/√2) = 2ta, so v = 2ta (1,1,1). At k = (−1/4,3/4,3/4),

v_x = 2ta (−1/√2)(−2/√2) = 2ta,

while v_y and v_z vanish because cos X and the remaining cosine cancel. The other points follow by threefold rotation and by v(−k) = −v(k). The mesh holds one pair of velocities ±2ta(1,1,1) and one pair ±2ta along each Cartesian axis. Therefore

⟨v_x v_x⟩ = (2 + 2)(4t²a²)/8 = 2t²a²,

⟨v_x v_y⟩ = 2(4t²a²)/8 = t²a².

The true values follow by averaging X, Y and Z independently over 2π. This is allowed because the corresponding cube in k space has edges in B and holds a whole number of zones. The average of sin²X is 1/2 and that of (cos Y + cos Z)² is 1, giving ⟨v_x v_x⟩ = 2t²a². The average of sin X (cos X + cos Z) over X is zero, so ⟨v_x v_y⟩ = 0.

With ta = 0.20 × 0.51 = 0.102 eV nm, t²a² is 0.0104 eV² nm². The half-shifted mesh gives the correct diagonal element, 0.0208 eV² nm², together with a spurious off-diagonal element of 0.0104 eV² nm², which is 2.4 × 10¹⁰ m²/s² after division by ħ². The eigenvalues are 4t²a² along [111] and t²a² across it: a cubic band appears four to one anisotropic.

The Gamma-centred mesh gives zero for every element. Each of its points is equivalent to −k, so v(k) = v(−k) = −v(k) = 0. The result has cubic symmetry and a diagonal error of 100 %. Symmetry of a mesh is no measure of its accuracy.

**Restoring the symmetry**

The 48 images of s produce four distinct meshes, one for each body diagonal. Together they hold 32 points, namely all triples whose Cartesian components are odd multiples of 1/4. This is the half-shifted 2x2x2 mesh of the conventional cubic cell, unfolded into the primitive zone. For that cell the tempting argument is correct, since fractional and Cartesian axes coincide.

In the average over the four copies, ⟨v_x v_y⟩ enters twice with each sign and cancels, while the diagonal stays at 0.0208 eV² nm². Symmetrising the tensor over all 48 operations has the same effect. The two points (1,1,1)/4 and (−1/4,3/4,3/4), with weights 1/4 and 3/4, then represent the whole union: their stars hold 8 and 24 of its 32 points.

The correct diagonal is a property of the nearest-neighbour band. A hopping t₂ to the six neighbours at distance a adds 2t₂a sin 2X to v_x. The velocities become 2a(t + t₂)(1,1,1) at the first point and 2a(t − t₂, −t₂, −t₂) at the second. Summing over the mesh gives

⟨v_x v_x⟩ = a²[(t + t₂)² + (t − t₂)² + 2t₂²] = a²(2t² + 4t₂²),

⟨v_x v_y⟩ = a²[(t + t₂)² − 2t₂(t − t₂) + t₂²] = a²(t² + 4t₂²).

The true diagonal is a²(2t² + 2t₂²), because sin² 2X averages to 1/2 and the cross term averages to zero. For t₂ = 0.05 eV the mesh diagonal is 5.9 % above the true one, and the spurious ratio ⟨v_x v_y⟩/⟨v_x v_x⟩ rises from 0.50 to 0.56. Symmetrisation removes the second error but not the first.

**How refinement helps**

A weight 1/Δ³ gives the integrand a smooth tail of higher harmonics. For N = 2 the points found above yield

⟨v_x v_y/Δ³⟩ / ⟨v_x v_x/Δ³⟩ = 6.7⁻³/(6.7⁻³ + 8.3⁻³) = 0.66.

With t, a and E_g held fixed, this ratio falls to 0.0051 at N = 4 and to 8 × 10⁻⁸ at N = 8. The diagonal can be compared with a Gamma-centred mesh of 16 divisions. At N = 4 the half-shifted mesh is 0.0014 % too high and the Gamma-centred mesh 0.85 % too low. For this integrand the half-shifted mesh with symmetrisation is the more accurate choice at N = 4; without symmetrisation it leaves a false off-diagonal element r = 0.0051 times the diagonal one. The eigenvalues along and across [111] are then in the ratio (1 + 2r)/(1 − r), a false anisotropy of about 1.5 %.

**The model and real hafnia**

Pure bulk hafnia is cubic only at temperatures close to its melting point and is monoclinic at ambient conditions; the cubic form serves here as a reference structure. The cube edge and the gap are rough values for it; the hopping is a round number giving a band 16t = 3.2 eV wide. The real conduction band comes largely from several hafnium d orbitals, and the single band leaves out their degeneracy and hybridisation. The sizes of the tensor errors therefore belong to the probe, whereas the count of 12 operations depends on the lattice and the mesh alone.

The assumption that devices break is cubic symmetry itself: the ferroelectric phase used in memory capacitors is orthorhombic. Its point operations only change signs along perpendicular cell axes, so a half-shifted mesh of its primitive cell keeps them all.

Strain also creates genuine anisotropy. Let all three shear components of the strain tensor equal e, and let the hopping fall as the inverse fifth power of distance. The exact average is Σ_d t_d² d_α d_β, because different sine waves average to zero. To first order, the change of d_x d_y contributes 4e t²a² to the xy element. The relative change of length is 4e(d_x d_y + d_y d_z + d_z d_x)/a², and t_d² varies as the inverse tenth power of length, which contributes −40e t² Σ_d (d_x d_y)²/a² = −10e t²a². The ratio of xy to xx is then −6e/2 = −3e. For e = 0.01 the full calculation gives −0.031. This size and its sign belong to the one-band probe with the assumed hopping law and no relaxation of the oxygen positions; they are not a prediction for hafnia. The mesh artefact of 0.50 at N = 2 is sixteen times larger in magnitude and would hide this strain signal; for the tensor weighted by 1/Δ³, with E_g held fixed, the same strain gives a true ratio of −0.027, and the artefact of 0.0051 at N = 4 is about a fifth of that in magnitude.

Heating matters less. With a rough linear expansion of 10⁻⁵ per kelvin and the same hopping law, a rise of 100 K lowers t²a² by 0.8 % and leaves the unweighted nearest-neighbour ratio at 0.50. The images of all mesh points under the quarter turn are listed in the numerical output.

Values computed for the example and the checks

```
operations in point group / proper: 48 / 24
kept by half-shifted mesh / proper: 12 / 6
kept by Gamma-centred mesh / proper: 48 / 24
kept by half-shifted conventional-cell mesh: 48
half-shifted: fractional k | k (2pi/a) | image of k, fractional | in mesh
( 0.25, 0.25, 0.25) ( 0.25, 0.25, 0.25) ( 0.25, 0.00, 0.00) no
( 0.25, 0.25, 0.75) ( 0.75, 0.75,-0.25) ( 0.25, 0.50, 0.00) no
( 0.25, 0.75, 0.25) ( 0.75,-0.25, 0.75) ( 0.75, 0.50, 0.50) no
( 0.25, 0.75, 0.75) ( 1.25, 0.25, 0.25) ( 0.75, 0.00, 0.50) no
( 0.75, 0.25, 0.25) (-0.25, 0.75, 0.75) ( 0.25, 0.00, 0.50) no
( 0.75, 0.25, 0.75) ( 0.25, 1.25, 0.25) ( 0.25, 0.50, 0.50) no
( 0.75, 0.75, 0.25) ( 0.25, 0.25, 1.25) ( 0.75, 0.50, 0.00) no
( 0.75, 0.75, 0.75) ( 0.75, 0.75, 0.75) ( 0.75, 0.00, 0.00) no
Gamma-centred: fractional k | k (2pi/a) | image of k, fractional | in mesh
( 0.00, 0.00, 0.00) ( 0.00, 0.00, 0.00) ( 0.00, 0.00, 0.00) yes
( 0.00, 0.00, 0.50) ( 0.50, 0.50,-0.50) ( 0.00, 0.50, 0.00) yes
( 0.00, 0.50, 0.00) ( 0.50,-0.50, 0.50) ( 0.50, 0.50, 0.50) yes
( 0.00, 0.50, 0.50) ( 1.00, 0.00, 0.00) ( 0.50, 0.00, 0.50) yes
( 0.50, 0.00, 0.00) (-0.50, 0.50, 0.50) ( 0.00, 0.00, 0.50) yes
( 0.50, 0.00, 0.50) ( 0.00, 1.00, 0.00) ( 0.00, 0.50, 0.50) yes
( 0.50, 0.50, 0.00) ( 0.00, 0.00, 1.00) ( 0.50, 0.50, 0.00) yes
( 0.50, 0.50, 0.50) ( 0.50, 0.50, 0.50) ( 0.50, 0.00, 0.00) yes
distinct rotated copies, points in union: 4 32
star sizes shifted (12 ops), Gamma (48), union (48): [2, 6] [1, 3, 4] [8, 24]
inputs: a = 0.51 nm, t = 0.2 eV, t2 = 0.05 eV, gap = 5.5 eV
unit t^2 a^2 = 0.010404 eV^2 nm^2
half-shifted: <vx vx> = 0.020808, <vx vy> = 0.010404 eV^2 nm^2
Gamma-centred: <vx vx> = 0.000000, <vx vy> = 0.000000 eV^2 nm^2
converged: <vx vx> = 0.020808, <vx vy> = 0.000000 eV^2 nm^2
symmetrised shifted: <vx vx> = 0.020808, <vx vy> = 0.000000 eV^2 nm^2
shifted tensor eigenvalues / (t^2 a^2): [1. 1. 4.]
spurious <vx vy> = 2.401e+10 m^2/s^2
scalar <1/(gap+E-Emin)>, any copy: 0.127675 1/eV
with t2: shifted xy/xx = 0.5556, xx/true xx = 1.0588
gap-weighted: N | shifted xy/xx | shifted xx/ref | Gamma xx/ref
2 | 6.553e-01 | 1.016697 | 0.000000
4 | 5.107e-03 | 1.000014 | 0.991493
8 | 8.029e-08 | 1.000000 | 1.000000
true xy/xx from shear strain 0.01: -0.0311
thermal change of t^2 a^2 for 100 K at 1e-05 1/K: -0.80 %
```
